Quasi-chemical thermodynamic factor of an equiatomic disordered alloy

**Q:** You want to correct the interdiffusion coefficient of a disordered 50–50 alloy for the interactions between its atoms. Why should a thermodynamic quantity enter a rate at all?

**A:** Because atoms drift down gradients of chemical potential, and composition gradients matter through them. Take a rigid lattice with N sites, all filled by A or B, with no vacancies counted. Let x be the fraction of A and g(x) the free energy per site, so that the total is G = N g(N_A/N). Adding an A atom at fixed N_B changes x at the rate ∂x/∂N_A = (1−x)/N, and adding a B atom at the rate −x/N. Therefore

μ_A = g + (1−x) g′,  μ_B = g − x g′,  μ_A − μ_B = g′.

Let J be the exchange flux, in atoms per area and time multiplied by the volume per site, so that it is a site fraction times a velocity. With mobility M,

J = −M ∇(μ_A − μ_B) = −M g″ ∇x.

The interdiffusion coefficient is M g″. In an ideal solution g″ = kT/[x(1−x)], so the factor by which interactions change the result, at fixed M, T and x, is

Φ = x(1−x) g″/kT.

**Q:** The thermodynamic factor is usually defined through the activity, as ∂ln a_A/∂ln x. Is that the same thing?

**A:** Yes. With μ_A = constant + kT ln a_A,

∂ln a_A/∂ln x = (x/kT) dμ_A/dx = (x/kT)[g′ − g′ + (1−x)g″] = x(1−x)g″/kT.

For B, dμ_B/dx = −x g″. The derivative with respect to ln(1−x) brings a factor −(1−x), so B gives the same Φ.

**Q:** Then everything hangs on g. What energy do you assume?

**A:** Nearest-neighbour bonds alone, with energies e_AA, e_BB and e_AB that do not depend on composition or temperature. Each site has z neighbours, hence z/2 bonds per site. Define

w = e_AB − (e_AA + e_BB)/2.

A positive w makes unlike neighbours costly and favours demixing; a negative w favours ordering.

In the disordered phase all sites are equivalent. Read a bond in a fixed direction and let y be the probability of finding A then B; B then A has the same probability. Since an A atom has either A or B at the other end,

p_AA = x − y,  p_BB = 1 − x − y,  p_AB = p_BA = y.

The energy per site is

(z/2)[(x−y)e_AA + (1−x−y)e_BB + 2y e_AB]
= (z/2)[x e_AA + (1−x)e_BB] + z y w.

The first bracket is linear in x and drops out of g″. Only w survives, which is why the difference between e_AA and e_BB does not matter here.

**Q:** The energy is easy. The entropy of correlated neighbours is the hard part, and I do not want a counting rule taken on trust.

**A:** Consider first a lattice without closed loops, a tree in which every interior site has z neighbours. Fixing the atom on one site disconnects the branches that meet there. With nearest-neighbour energies the branches are then statistically independent. So build up a configuration outwards from one site. The first atom has probability x_i, where x_A = x and x_B = 1−x. Each further atom j, attached to a known neighbour i, has conditional probability p_ij/x_i.

Now count the denominators. The first site has z outward neighbours and contributes x_i/x_i^z. Every other interior site has z−1 outward neighbours and contributes 1/x_i^(z−1). These powers are equal, so

P(configuration) = (product of p_ij over bonds) / (product of x_i^(z−1) over interior sites).

Taking −⟨ln P⟩ and assigning z/2 bonds to each interior site gives

S/k = −(z/2) Σ p_ij ln p_ij + (z−1) Σ x_i ln x_i.

If neighbours are uncorrelated, p_ij = x_i x_j and Σ p_ij ln p_ij = 2 Σ x_i ln x_i. The coefficient becomes −z + z − 1 = −1, the ideal mixing entropy, as it must.

**Q:** A crystal is not a tree.

**A:** No, and this is the approximation. The quasi-chemical, or pair, approximation uses this entropy on a lattice that does have loops. For z = 2 the tree is an infinite chain, and nothing is approximated. For a three-dimensional crystal the error has to be measured, which is done below.

**Q:** Go on, then. What fixes y?

**A:** The free energy must be a minimum with respect to y at given x. Apart from the linear part,

g/kT = z y w/kT
 + (z/2)[(x−y)ln(x−y) + (1−x−y)ln(1−x−y) + 2y ln y]
 − (z−1)[x ln x + (1−x)ln(1−x)].

Differentiating with respect to y, the constants −1 −1 +2 from the logarithmic terms cancel:

0 = z w/kT + (z/2)[2 ln y − ln(x−y) − ln(1−x−y)].

Hence

y²/(p_AA p_BB) = exp(−2w/kT).

The second derivative, (z/2)(2/y + 1/p_AA + 1/p_BB), is positive, so this is the minimum. The equation has the form of a mass-action law for AA + BB → 2AB, which explains both the name of the approximation and the factor 2: the reaction costs 2e_AB − e_AA − e_BB = 2w.

At x = 1/2, p_AA = p_BB = 1/2 − y. Write b = exp(−w/kT). The positive square root gives y/(1/2 − y) = b, so

y = b/[2(1+b)],  p_AA = 1/[2(1+b)].

**Q:** You need two derivatives with respect to x, and y moves with x. Are you going to ignore that?

**A:** In the first derivative it may be ignored, because ∂g/∂y = 0 at the minimum. Differentiating at fixed y,

g′/kT = constant + (z/2) ln(p_AA/p_BB) − (z−1) ln[x/(1−x)].

In the second derivative it must be kept. With y′ = dy/dx, p_AA changes at the rate 1 − y′ and p_BB at the rate −(1 + y′), so

g″/kT = (z/2)[(1−y′)/p_AA + (1+y′)/p_BB] − (z−1)/[x(1−x)].

The equation for y is unchanged when x and 1−x are exchanged. So y(x) is symmetric about x = 1/2, and y′ = 0 there. This leaves

g″/kT = z/p_AA − 4(z−1) = 2z(1+b) − 4(z−1).

Multiplying by x(1−x) = 1/4,

Φ = (z/2)(1+b) − z + 1 = 1 − (z/2)(1 − b),

that is,

Φ = 1 − (z/2)[1 − exp(−w/kT)].

**Q:** The sign looks right: demixing gives Φ < 1. But does it reduce to anything I know?

**A:** For |w| much smaller than kT, exp(−w/kT) ≈ 1 − w/kT, and

Φ ≈ 1 − z w/(2kT).

This is the regular-solution result, obtained when neighbours are placed at random: then y = x(1−x), the energy is z w x(1−x), and its second derivative is −2zw. Since exp(−u) ≥ 1 − u for either sign of u, the quasi-chemical Φ at x = 1/2 is never below the regular-solution value. At this composition, adjusting the local arrangement makes the alloy more resistant to demixing; far from it the order of the two values can reverse.

For z = 2 the formula becomes Φ = exp(−w/kT). It stays positive at every finite temperature, so the chain does not demix. Summing over all states of a ring of 12 sites with w/kT = −0.2321 gives Φ = 1.2612, in agreement with exp(0.2321).

**Q:** And if Φ reaches zero?

**A:** Then the uniform alloy loses its stability against demixing. For w > 0 and z > 2 this happens when exp(−w/kT) = 1 − 2/z, or

kT = w/ln[z/(z−2)].

Below that temperature Φ is negative at x = 1/2: a small composition difference grows instead of fading, provided it is spread over a long enough distance. Over short distances the composition changes noticeably from one atom to its neighbours. That costs extra free energy, which g(x) for a uniform alloy does not contain, and the difference can still fade. The regular solution puts the limit at kT = zw/2, which is higher, because ln[z/(z−2)] > 2/z.

**Q:** For w < 0 your Φ grows without bound on cooling. I do not believe that for a real alloy.

**A:** You are right to distrust the formula there, because the disordered phase does not last. Suppose the lattice divides into two sublattices such that every bond joins one to the other, as in the body-centred cubic (bcc) lattice. Let the A fractions be 1/2 + η and 1/2 − η. Exchange the names A and B on the second sublattice. Both fractions are now 1/2 + η, so ordering has become a uniform change of composition.

Under the new names, a like pair has the old energy e_AB. The two kinds of unlike pair have the old energies e_AA and e_BB, and they are equally frequent because the renamed fractions are equal. The renamed w is therefore (e_AA + e_BB)/2 − e_AB = −w. The earlier derivation applies unchanged and gives the stiffness against ordering,

(1/4kT) d²g/dη² = 1 − (z/2)[1 − exp(w/kT)].

For w < 0 it vanishes at kT = |w|/ln[z/(z−2)]. Within the pair approximation, the formula for Φ applies above that temperature, not below it. Ordering does not stop the growth of Φ, however. In a perfectly ordered 50–50 alloy, replacing one atom by the other kind turns its z unlike bonds into like ones, at an average cost of z|w|. On cooling, such changes of composition become ever harder compared with kT, and Φ still grows without bound, though no longer by this formula. The argument fails for the face-centred cubic lattice, whose triangles of nearest neighbours prevent such a division.

**Q:** Alloys are rarely at 50–50. Does the result collapse away from that point?

**A:** No, but y′ must be kept. Put c = exp(2w/kT) and X = x(1−x). The mass-action law reads c y² = (x−y)(1−x−y) = X − y + y², or

(c−1)y² + y − X = 0.

With β² = 1 + 4X(c−1) and β > 0, the root that tends to X for w → 0 is

y = (β−1)/[2(c−1)] = 2X/(1+β).

Differentiating the quadratic gives [2(c−1)y + 1]y′ = 1 − 2x. The bracket equals β, so y′ = (1−2x)/β. On a common denominator, with p_AA + p_BB = 1 − 2y and p_BB − p_AA = 1 − 2x,

(1−y′)/p_AA + (1+y′)/p_BB = [1 − 2y − (1−2x)²/β]/(c y²).

Insert y and (1−2x)² = 1 − 4X. The numerator is

1 − 4X/(1+β) − (1−4X)/β = (β² − 1 + 4X)/[β(1+β)] = 4Xc/[β(1+β)],

where the last step uses β² − 1 = 4X(c−1). The denominator is 4cX²/(1+β)². Their ratio is (1+β)/(βX), and therefore

Φ = (z/2)(1 + 1/β) − (z−1) = 1 − (z/2)(1 − 1/β).

At x = 1/2, β = exp(w/kT), and the equiatomic result returns.

**Q:** Put numbers in. Is the correction worth the trouble?

**A:** Take disordered bcc Cu–Zn, beta brass, with z = 8, T = 1000 K and a rough w = −0.020 eV. Then kT = 0.08617 eV, w/kT = −0.2321 and b = 1.2612. The pair probabilities are

y = 1.2612/(2 × 2.2612) = 0.279,  p_AA = 1/(2 × 2.2612) = 0.221,

against 0.25 for random placement. So, in the pair approximation, about 56 % of the bonds join unlike atoms instead of 50 %. This modest short-range order goes with a large thermodynamic factor:

Φ = 1 − 4(1 − 1.2612) = 2.04.

At fixed mobility the interdiffusion coefficient is doubled. Suppose that both sides of a diffusion couple are close to 50–50 and that M is nearly constant over this small range. The coefficient is then nearly constant too, and the diffusion profile depends on distance divided by the square root of coefficient times time. The diffusion zone is therefore wider by about √Φ = 1.43 at a given time. For a couple of pure A and pure B this single factor does not apply, because Φ falls to 1 at both ends.

With w held fixed, the same formula gives 2.26 at 850 K and 1.94 at 1100 K. With w = +0.020 eV at 1000 K it would be 0.17. In the pair approximation, changing the sign of the bond energy alone thus changes Φ by a factor of about 12. The small value is the less reliable one: on the bcc lattice with its loops kept it is 0.19, about 10 % higher, and the factor is about 11.

**Q:** Is the alloy still disordered at 1000 K in your own model?

**A:** Yes. The stiffness against ordering is 1 − 4[1 − exp(−0.2321)] = 0.17, which is positive. It vanishes at kT = 0.020 eV/ln(4/3), or 807 K.

**Q:** Now the loops. You promised to measure the error.

**A:** That needs a route to Φ without the pair entropy. Let the composition fluctuate at fixed N, with Δμ = μ_A − μ_B imposed. Each state then carries a weight exp[(N_A Δμ − E)/kT], with E its energy. Differentiating the average of N_A gives

kT ∂⟨N_A⟩/∂Δμ = ⟨N_A²⟩ − ⟨N_A⟩² = Var(N_A).

For a large system g′ = Δμ, so dx/dΔμ = 1/g″. Hence Var(N_A) = N kT/g″, and

Φ = N x(1−x)/Var(N_A).

A Monte Carlo simulation of a periodic bcc block of 2000 sites, with the same w and T, gives Φ = 2.078 ± 0.002, where the uncertainty is one statistical standard error. The last digit is not secure: a block four times larger gives 2.074 ± 0.002, and the high-temperature series for the infinite lattice gives 2.075. The value with loops thus lies about 1.5 % above the quasi-chemical value, so the loops matter little for Φ at this temperature and this w. Their effect grows towards the ordering temperature, so the value quoted for 850 K is less accurate: with the loops kept it is 2.33 instead of 2.26, about 3 % higher. The regular-solution value, 1 + 4 × 0.2321 = 1.93, is about 7 % below the simulation.

**Q:** In a bcc crystal the second neighbours are hardly farther away than the first. You left them out.

**A:** They can matter more than the loops, depending on their bond energy. Each site has six second neighbours. Let w₂ be their bond energy, defined in the same way as w. Random placement would add 6w₂x(1−x) to the energy per site and so shift Φ by −3w₂/kT. For an assumed |w₂| of 0.005 eV, a quarter of |w|, that is a shift of 0.17 in size.

The simulation, with w unchanged, gives 1.977 ± 0.005 for w₂ = +0.005 eV and 2.215 ± 0.003 for w₂ = −0.005 eV. The shifts from 2.08 are −0.10 and +0.14. The random-placement estimate has the right sign and order of magnitude but is too large in both cases. These runs do not isolate the reason.

**Q:** How close is all this to actual brass?

**A:** Real beta brass loses its long-range order at roughly 740 K, so 1000 K lies in its disordered range. The pair approximation's 807 K is about 9 % too high. The neglected loops account for this gap: with the same w and the loops kept, the nearest-neighbour model orders at about 737 K, which follows from the known critical point of the bcc Ising model, |w|/(2kT) = 0.1574. The loops thus matter much more for the ordering temperature than for Φ at 1000 K. The agreement with brass does not prove that w is right, because second neighbours also shift the ordering temperature. Suppose that w is uncertain by 10 %. With |w| 10 % smaller Φ is 1.93, and with |w| 10 % larger it is 2.16.

Beta brass usually contains somewhat less zinc than copper. For a composition of 45 % of one element and 55 % of the other, the general formula gives 2.03, a negligible change. With the sizes assumed here, the second neighbours and the uncertainty of w each change Φ by 5 to 7 %, more than the loops or the change of composition do.

A fair statement for this model is Φ ≈ 2. It is not a prediction for real brass. A real alloy also has energies that depend on its composition but not on how the atoms are arranged. They change g″, and with it Φ, but leave the ordering temperature at a given composition untouched. A bond energy that reproduces the ordering temperature can therefore still give a Φ that is wrong by far more than these percentages. For the real alloy, Φ should be taken from measured activities.

**Q:** So may I multiply a measured tracer diffusivity by two and be done?

**A:** Not on the strength of this derivation. It gives the thermodynamic factor of a model alloy, while the mobility M was held fixed throughout. In a real alloy atoms move by way of vacancies, and short-range order can change M as well as Φ. Neither M nor the effect of vacancies on the free energy has been estimated here. What the bond energy does settle, within the stated approximations, is how strongly a given composition gradient drives the exchange of A and B. The values computed for the worked example are listed in the numerical output.

Table of computed values

```
WORKED EXAMPLE: disordered bcc Cu-Zn, x = 1/2
coordination z = 8
temperature T = 1000 K
bond energy w = -0.020 eV
kT = 0.08617 eV
w/kT = -0.2321
exp(-w/kT) = 1.2612
AA bond probability = 0.2211 (random: 0.25)
AB bond probability, one direction = 0.2789
thermodynamic factor Phi = 2.045
sqrt(Phi), widening of diffusion zone = 1.430
regular-solution Phi = 1.928
stiffness against ordering = 0.171
ordering limit, pair approximation = 807 K
Phi at 850 K = 2.256
Phi at 1100 K = 1.940
Phi for w = +0.020 eV, 1000 K = 0.171
NEGLECTED EFFECTS
Monte Carlo sites = 2000
Phi with loops, bcc Monte Carlo = 2.078 +- 0.002
change due to loops = 1.6 %
second-neighbour w2 = +-0.005 eV (assumed)
Phi with +w2, Monte Carlo = 1.977 +- 0.005
Phi with -w2, Monte Carlo = 2.215 +- 0.003
mean-field size of w2 shift, 3 w2/kT = 0.174
Phi at x = 0.45 = 2.030
Phi with |w| 10 % larger = 2.163
Phi with |w| 10 % smaller = 1.929
TESTS
largest error, free-energy curvature = 2.2e-07
largest error, activity derivative = 3.0e-06
largest error, exact tree = 2.2e-08
ring of 12 sites, Phi by enumeration = 1.261234
cube <M^2>/N: enumeration = 0.6000
cube <M^2>/N: Monte Carlo = 0.6003 +- 0.0016
```
